# Classical transition-state theory as an upper bound to the reaction rate: a numerical check

```python
# Result under test: for any surface f = 0 separating reactants (x -> -inf)
# from products (x -> +inf), the one-way equilibrium flux k_TST is an upper
# bound to the exact classical rate k; they agree if no trajectory recrosses.
# Model: H = (px^2 + py^2)/2 + V0 exp(-x^2/2)
#            + K0 [1 + alpha exp(-(x-1)^2)] y^2 / 2
# Units: energy kT, mass m, length L; hence speed sqrt(kT/m).
# Rates are fluxes per unit reactant line density, so they are speeds.
import numpy as np
from scipy.optimize import minimize, minimize_scalar
from scipy.special import ndtri
from scipy.stats import qmc

V0, K0, ALPHA = 2.0, 1.0, 8.0
X_FAR, DT, MAX_STEPS = 5.0, 0.02, 10000
E_FLOOR = 0.5            # slower launches cannot reach the surfaces used
REPLICAS, LOG2_N = 8, 12
SPEED = 1 / np.sqrt(2 * np.pi)      # incoming flux per line density
SCALE = SPEED * np.exp(-E_FLOOR)    # part of it above the energy floor
REACH = np.sqrt(2 * np.log(V0 / E_FLOOR))


def potential(x, y, alpha=ALPHA):
    stiffness = K0 * (1 + alpha * np.exp(-(x - 1)**2))
    return V0 * np.exp(-x**2 / 2) + stiffness * y**2 / 2


def force(x, y, alpha=ALPHA):
    tight = alpha * np.exp(-(x - 1)**2)
    fx = x * V0 * np.exp(-x * x / 2) + K0 * y * y * (x - 1) * tight
    return fx, -K0 * (1 + tight) * y


def run(start, alpha, surfaces=()):
    """Follow trajectories to a channel; count forward crossings."""
    x, y, px, py = (np.array(c, dtype=float) for c in start)
    n = len(x)
    label = np.arange(n)
    energy0 = (px**2 + py**2) / 2 + potential(x, y, alpha)
    ends_product = np.zeros(n, bool)
    forward = np.zeros((len(surfaces), n), int)
    count = np.zeros((len(surfaces), n), int)
    side = np.zeros((len(surfaces), n), bool)
    for j, f in enumerate(surfaces):
        side[j] = f(x, y, px) > 0
    drift = 0.0
    fx, fy = force(x, y, alpha)
    for step in range(1, MAX_STEPS + 1):
        px += DT / 2 * fx
        py += DT / 2 * fy
        x += DT * px
        y += DT * py
        fx, fy = force(x, y, alpha)
        px += DT / 2 * fx
        py += DT / 2 * fy
        for j, f in enumerate(surfaces):
            now = f(x, y, px) > 0
            count[j] += now & ~side[j]
            side[j] = now
        if step % 20 == 0:
            out = (np.abs(x) >= X_FAR) & (x * px > 0)
            if out.any():
                gone = label[out]
                ends_product[gone] = x[out] > 0
                forward[:, gone] = count[:, out]
                energy = ((px[out]**2 + py[out]**2) / 2
                          + potential(x[out], y[out], alpha))
                drift = max(drift, np.abs(energy - energy0[gone]).max())
                keep = ~out
                x, y, px, py, fx, fy, label = (
                    v[keep] for v in (x, y, px, py, fx, fy, label))
                count, side = count[:, keep], side[:, keep]
                if len(x) == 0:
                    break
    assert len(x) == 0, "unfinished trajectories"
    assert drift < 1e-2, drift
    return ends_product, forward, drift


def points(seed, log2_n):
    u = qmc.Sobol(3, scramble=True, seed=seed).random_base2(log2_n)
    return np.clip(u, 1e-12, 1 - 1e-12).T


def channel_launches():
    """Equilibrium incoming flux: first half from R, second half from P."""
    parts = []
    for direction in (1, -1):
        for r in range(REPLICAS):
            u = points(100 * (direction + 2) + r, LOG2_N)
            p_in = np.sqrt(2 * (E_FLOOR - np.log(u[0])))
            parts.append([np.full(len(p_in), -direction * X_FAR),
                          ndtri(u[1]) / np.sqrt(K0),
                          direction * p_in, ndtri(u[2])])
    return np.concatenate(parts, axis=1)


def mean_error(values):
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


def by_replica(values):
    return SCALE * values.reshape(2, REPLICAS, -1).mean(axis=2)


def plane_tst(s, alpha=ALPHA):
    tight = alpha * np.exp(-(s - 1)**2)
    return SPEED * np.exp(-V0 * np.exp(-s**2 / 2)) / np.sqrt(1 + tight)


Y = np.linspace(-9, 9, 3601)


def curve(y, inner, outer):
    return inner + (outer - inner) * y * y / (1 + y * y)


def curved_tst(inner, outer):
    slope = (outer - inner) * 2 * Y / (1 + Y**2)**2
    weight = np.exp(-potential(curve(Y, inner, outer), Y))
    integral = np.sum(weight * np.sqrt(1 + slope**2)) * (Y[1] - Y[0])
    return SPEED * integral / np.sqrt(2 * np.pi / K0)


C_MOM = 0.4   # momentum-dependent surface x + C_MOM tanh(px) = 0


def momentum_tst():
    p = np.linspace(-8, 8, 1201)[:, None]
    y = np.linspace(-8, 8, 1201)[None, :]
    x = -C_MOM * np.tanh(p)
    rate_f = p + C_MOM / np.cosh(p)**2 * force(x, y)[0]
    density = np.exp(-p**2 / 2 - potential(x, y))
    cell = (p[1, 0] - p[0, 0]) * (y[0, 1] - y[0, 0])
    return (np.sum(density * np.maximum(rate_f, 0)) * cell
            / (2 * np.pi / np.sqrt(K0)))


# Variational search over planes and over curved surfaces
s_best = minimize_scalar(plane_tst, bounds=(-0.5, 1.2), method="bounded",
                         options={"xatol": 1e-8}).x
scan = np.linspace(-1.5, 1.5, 301)
assert plane_tst(s_best) <= plane_tst(scan).min() * (1 + 1e-9)
fit = minimize(lambda v: np.log(curved_tst(*v)), [s_best, s_best + 0.2],
               method="L-BFGS-B", bounds=[(-1.5, 1.5)] * 2)
inner, outer = fit.x
assert max(abs(inner), abs(outer), 1.0, C_MOM) < REACH

names = ["plane x=-1", "saddle plane x=0", "best plane",
         "best curved", "momentum-dependent"]
surfaces = [lambda x, y, p: x + 1.0,
            lambda x, y, p: x,
            lambda x, y, p: x - s_best,
            lambda x, y, p: x - curve(y, inner, outer),
            lambda x, y, p: x + C_MOM * np.tanh(p)]
k_tst = np.array([plane_tst(-1.0), plane_tst(0.0), plane_tst(s_best),
                  curved_tst(inner, outer), momentum_tst()])

# Exact rate from equilibrium trajectories entering through both channels
launches = channel_launches()
ends_p, forward, drift = run(launches, ALPHA, surfaces)
from_r = np.arange(len(ends_p)) < len(ends_p) // 2
k_exact, k_err = mean_error(by_replica(ends_p)[0])
k_reverse, k_reverse_err = mean_error(by_replica(~ends_p)[1])
assert abs(k_exact / k_reverse - 1) < 0.02   # sampling error
assert np.all(k_exact < k_tst + 3 * k_err)
assert np.all(k_exact < plane_tst(scan) + 3 * k_err)

print("Units: energy kT, length L, mass m, rate sqrt(kT/m)")
print(f"V0 = {V0:.1f} kT, K0 = {K0:.1f} kT/L^2, alpha = {ALPHA:.1f}")
print(f"trajectories from each channel: {from_r.sum()}")
print(f"launch distance {X_FAR:.1f} L, time step {DT} L sqrt(m/kT)")
print(f"x-energy floor {E_FLOOR} kT, turns back at |x| > {REACH:.3f} L")
print(f"largest energy drift {drift:.1e} kT")
print(f"incoming flux per density {SPEED:.5f} sqrt(kT/m)")
print(f"exact rate R->P {k_exact:.5f} +- {k_err:.5f} sqrt(kT/m)")
print(f"exact rate P->R {k_reverse:.5f} +- {k_reverse_err:.5f} sqrt(kT/m)")
print(f"best plane at x = {s_best:.4f} L")
print(f"best curved: x(y=0) = {inner:.4f} L, x(y=inf) = {outer:.4f} L")

# Phase-space integral for k_TST against actual forward-crossing counts
classes = [("R->P", from_r & ends_p), ("R->R", from_r & ~ends_p),
           ("P->P", ~from_r & ends_p), ("P->R", ~from_r & ~ends_p)]
print("Surfaces: rates and excess terms in sqrt(kT/m)")
for j, name in enumerate(names):
    counted, count_err = mean_error(by_replica(forward[j]).sum(axis=0))
    assert abs(counted / k_tst[j] - 1) < 0.02, (name, counted, k_tst[j])
    print(f"{name}: k_TST {k_tst[j]:.5f}, counted {counted:.5f}"
          f" +- {count_err:.5f}, k/k_TST {k_exact / k_tst[j]:.3f}")
    excess = []
    for title, member in classes:
        extra = forward[j] - (from_r & ends_p)
        excess.append(f"{title} {by_replica(extra * member).mean(1).sum():.5f}")
    print("   excess: " + ", ".join(excess))

# Same exact rate from trajectories started on two different planes
for s in (0.0, 1.0):
    u = points(900 + int(s), 14)
    p_abs = np.sqrt(-2 * np.log(u[0]))
    y = ndtri(u[1]) / np.sqrt(K0 * (1 + ALPHA * np.exp(-(s - 1)**2)))
    x = np.full(len(y), s)
    py = ndtri(u[2])
    plus = run((x, y, p_abs, py), ALPHA)[0].mean()
    minus = run((x, y, -p_abs, py), ALPHA)[0].mean()
    k_surface = plane_tst(s) * (plus - minus)
    assert abs(k_surface / k_exact - 1) < 0.03   # sampling error
    print(f"start on x={s:.0f} L: P fraction {plus:.4f} (forward),"
          f" {minus:.4f} (backward)")
    print(f"   k_TST {plane_tst(s):.5f}, exact rate {k_surface:.5f} sqrt(kT/m)")

# Separable case: no trajectory recrosses x = 0, so equality must hold
ends_p, forward, _ = run(launches, 0.0, [surfaces[1], surfaces[0]])
net = ends_p.astype(int) - (~from_r).astype(int)
crossings = 2 * forward - net
k_sep = by_replica(ends_p)[0].mean()
assert crossings[0].max() == 1
assert crossings[1].max() > 1
assert abs(k_sep / plane_tst(0.0, 0.0) - 1) < 0.005
assert k_sep < plane_tst(-1.0, 0.0)
counted = by_replica(forward[1]).mean(axis=1).sum()
assert abs(counted / plane_tst(-1.0, 0.0) - 1) < 0.02
print("Separable case alpha = 0, rates in sqrt(kT/m)")
print(f"exact rate {k_sep:.5f}, k_TST(x=0) {plane_tst(0.0, 0.0):.5f}")
print(f"k_TST(x=-1) {plane_tst(-1.0, 0.0):.5f}, counted {counted:.5f}")
print(f"most crossings by one trajectory: x=0 {crossings[0].max()},"
      f" x=-1 {crossings[1].max()}")
print("PASS")
```

Printed output:

```
Units: energy kT, length L, mass m, rate sqrt(kT/m)
V0 = 2.0 kT, K0 = 1.0 kT/L^2, alpha = 8.0
trajectories from each channel: 32768
launch distance 5.0 L, time step 0.02 L sqrt(m/kT)
x-energy floor 0.5 kT, turns back at |x| > 1.665 L
largest energy drift 8.0e-04 kT
incoming flux per density 0.39894 sqrt(kT/m)
exact rate R->P 0.02291 +- 0.00012 sqrt(kT/m)
exact rate P->R 0.02296 +- 0.00013 sqrt(kT/m)
best plane at x = 0.3032 L
best curved: x(y=0) = 0.2394 L, x(y=inf) = 0.6001 L
Surfaces: rates and excess terms in sqrt(kT/m)
plane x=-1: k_TST 0.11076, counted 0.11083 +- 0.00008, k/k_TST 0.207
   excess: R->P 0.00000, R->R 0.08793, P->P 0.00000, P->R 0.00000
saddle plane x=0: k_TST 0.02719, counted 0.02713 +- 0.00008, k/k_TST 0.842
   excess: R->P 0.00000, R->R 0.00422, P->P 0.00000, P->R 0.00000
best plane: k_TST 0.02427, counted 0.02421 +- 0.00013, k/k_TST 0.944
   excess: R->P 0.00000, R->R 0.00072, P->P 0.00059, P->R 0.00000
best curved: k_TST 0.02384, counted 0.02376 +- 0.00011, k/k_TST 0.961
   excess: R->P 0.00000, R->R 0.00054, P->P 0.00031, P->R 0.00000
momentum-dependent: k_TST 0.03021, counted 0.03026 +- 0.00007, k/k_TST 0.758
   excess: R->P 0.00000, R->R 0.00735, P->P 0.00000, P->R 0.00000
start on x=0 L: P fraction 0.8435 (forward), 0.0000 (backward)
   k_TST 0.02719, exact rate 0.02293 sqrt(kT/m)
start on x=1 L: P fraction 1.0000 (forward), 0.4196 (backward)
   k_TST 0.03953, exact rate 0.02294 sqrt(kT/m)
Separable case alpha = 0, rates in sqrt(kT/m)
exact rate 0.05399, k_TST(x=0) 0.05399
k_TST(x=-1) 0.11860, counted 0.11861
most crossings by one trajectory: x=0 1, x=-1 2
PASS
```
